# Fastest-growing mound wavelength in a linear model of epitaxial growth

**Question**

A crystal film grows from a uniform atomic beam. Let $h(x,y,t)$ be the surface height measured from the steadily rising mean height. There is no desorption, there are no voids or overhangs, and the slopes are small. Relative to the mean growth, surface diffusion carries the volume current (volume per unit length per unit time)

$$\mathbf j=\nu\nabla h+K\nabla(\nabla^2h),\qquad \nu=1\ \mathrm{nm^2/s},\quad K=50\ \mathrm{nm^4/s}.$$

The first term is an uphill current, such as step-edge barriers can produce. The second carries material from crests to troughs. Both coefficients are constant and the same in all in-plane directions.

**(a) Derive the linear equation for $h$ and the growth rate $\sigma(q)$ of a sinusoidal disturbance of wavenumber $q$. Which wavelengths grow?** [5 marks]

*Model answer.* Deposition raises the mean height, which has been subtracted. The remaining height changes where the current converges, so volume conservation gives

$$\frac{\partial h}{\partial t}=-\nabla\cdot\mathbf j=-\nu\nabla^2h-K\nabla^4h .$$

At a crest $\nabla^2h<0$, so the first term raises the crest: positive $\nu$ destabilises the surface.

Take $h=A_0e^{\sigma t}\cos(\mathbf q\cdot\mathbf r)$, with $q=|\mathbf q|$. Each Laplacian multiplies this function by $-q^2$, so $\nabla^2h=-q^2h$ and $\nabla^4h=q^4h$. Substitution gives $\sigma h=\nu q^2h-Kq^4h$, or

$$\sigma(q)=\nu q^2-Kq^4=q^2(\nu-Kq^2).$$

A wave grows if $0<q^2<\nu/K$. The neutral wavelength is therefore

$$\lambda_c=2\pi\sqrt{K/\nu}=2\pi\sqrt{50}\ \mathrm{nm}=44.4\ \mathrm{nm}.$$

Longer waves grow and shorter ones decay. Very long waves grow slowly, since $\sigma\simeq\nu q^2\to0$ as $q\to0$. If $\nu$ were zero or negative, every wave with $q>0$ would decay.

**(b) Show that the fastest mound wavelength is 62.8 nm and that its growth rate is 0.005 per second. State what quantity grows at this rate.** [5 marks]

*Model answer.* Complete the square in $q^2$:

$$\begin{aligned}
\sigma&=-K\left(q^4-\frac{\nu}{K}q^2\right)\\
&=-K\left[\left(q^2-\frac{\nu}{2K}\right)^2-\frac{\nu^2}{4K^2}\right]\\
&=\frac{\nu^2}{4K}-K\left(q^2-\frac{\nu}{2K}\right)^2 .
\end{aligned}$$

Since $K>0$, the last term is never positive. It vanishes at $q_*^2=\nu/(2K)$, which is therefore the global maximum. With the given values,

$$q_*=\sqrt{\frac{1}{2\times50}}\ \mathrm{nm^{-1}}=0.1\ \mathrm{nm^{-1}},$$

$$\lambda_*=\frac{2\pi}{q_*}=2\pi\sqrt{\frac{2K}{\nu}}=62.8\ \mathrm{nm},$$

$$\sigma_*=\frac{\nu^2}{4K}=\frac{1}{200}\ \mathrm{s^{-1}}=0.005\ \mathrm{s^{-1}}.$$

This is the growth rate of the height amplitude. The power is proportional to the amplitude squared and grows at $2\sigma_*=0.01\ \mathrm{s^{-1}}$. The amplitude grows by a factor $e$ in $1/\sigma_*=200$ s.

Because $\sigma$ depends on $|\mathbf q|$ alone, a whole ring of wavevectors shares the maximum. Here “mound wavelength” means the Fourier wavelength $2\pi/q_*$; the linear equation does not fix how the mounds are arranged in the plane.

The formulas also give the scaling. Doubling $K$ at fixed $\nu$ multiplies $\lambda_*$ by $\sqrt2$ and halves $\sigma_*$. As $K\to0$ at fixed $\nu$, the wavelength shrinks to zero, and the continuum description fails once it approaches the atomic spacing.

A separate numerical check replaces the second derivative by a finite difference on a periodic line 1000 nm long with 1 nm spacing. Diagonalizing the resulting matrix gives a fastest wavelength of 62.5 nm and a rate of $0.0049995\ \mathrm{s^{-1}}$. The line admits only wavelengths $1000/n$ nm with integer $n$, and $n=16$ gives 62.5 nm, the allowed value nearest to $\lambda_*$.

**(c) The initial surface has equal power at all wavenumbers. Ignoring further noise, find the wavelength band in which the power is at least half its peak after 467 s.** [4 marks]

*Model answer.* Each mode's power is multiplied by $e^{2\sigma t}$. At the half-power points,

$$e^{2[\sigma(q)-\sigma_*]t}=\frac12 .$$

Taking the logarithm and using the completed square,

$$-2Kt(q^2-q_*^2)^2=-\ln2,\qquad
q^2=q_*^2\pm\sqrt{\frac{\ln2}{2Kt}} .$$

At 467 s the square root is $0.00385\ \mathrm{nm^{-2}}$. Hence

$$q^2=0.0100\pm0.00385\ \mathrm{nm^{-2}},$$

and the band runs from 53.4 to 80.1 nm. The surface thus contains a spread of wavelengths around 62.8 nm, which narrows with time while the linear equation holds.

The lower root exists only if $q_*^2>\sqrt{\ln2/(2Kt)}$. Since $Kq_*^4=\sigma_*$, this means $t>\ln2/(2\sigma_*)=69$ s. Before then, even the longest waves have more than half the peak power.

**(d) Deposition is random, with mean flux $F$ (height per time) and atomic volume $\Omega$. Starting from a flat surface, does this noise move the peak of the height spectrum?** [5 marks]

*Model answer.* Assume that atoms arrive independently. On an area $a$ during time $t$, the mean number arriving is $Fat/\Omega$, which is also the variance of that number. Each atom raises the mean height of the area by $\Omega/a$. The height variance is therefore

$$\frac{Fat}{\Omega}\left(\frac{\Omega}{a}\right)^2=\frac{F\Omega t}{a}.$$

This corresponds to white noise of strength $N=F\Omega$. A Fourier mode obeys $\dot h_{\mathbf q}=\sigma h_{\mathbf q}+\eta_{\mathbf q}$. A kick received a time $s$ ago has been multiplied by $e^{\sigma s}$, and its power by $e^{2\sigma s}$. Kicks at different times are uncorrelated, so their powers add:

$$S(q,t)=N\int_0^te^{2\sigma s}\,ds=N\frac{e^{2\sigma t}-1}{2\sigma}.$$

At $\sigma=0$ the integral gives $S=Nt$. For any fixed $t>0$ the integrand increases with $\sigma$ at every $s>0$, so $S$ increases with $\sigma$ too. Its peak therefore stays at $q_*$. This is the power per mode. The power summed around a ring, proportional to $qS$, peaks at a somewhat shorter wavelength: 58.2 nm at 200 s and 60.9 nm at 467 s. This derivation assumes white noise and a flat start; noise whose strength depends on $q$ can shift the peak.

**(e) In one dimension, let the uphill current weaken with slope $m=\partial h/\partial x$ as $\nu m(1-m^2/m_0^2)$, with $m_0=0.2$. For a ripple at $q_*$ with initial amplitude $A_0=0.05$ nm, find the amplitude at which its growth rate is 10% below $\sigma_*$. When does linear theory predict that amplitude, and what is the actual amplitude then?** [7 marks]

*Model answer.* For $h=A\cos q_*x$ the slope is $m=-Aq_*\sin q_*x$. The identity $\sin^3\theta=\tfrac34\sin\theta-\tfrac14\sin3\theta$ gives

$$m^3=\tfrac34A^2q_*^2\,m+\text{(third harmonic)}.$$

Keeping the original harmonic amounts to replacing $\nu$ by

$$\nu_{\rm eff}=\nu\left[1-\frac34\frac{A^2q_*^2}{m_0^2}\right].$$

The growth rate becomes $\nu_{\rm eff}q_*^2-Kq_*^4$. Since $\nu q_*^2=\nu^2/(2K)=2\sigma_*$,

$$\frac{1}{A}\frac{dA}{dt}=\sigma_*\left(1-bA^2\right),\qquad b=\frac{3q_*^2}{2m_0^2}=0.375\ \mathrm{nm^{-2}}.$$

The rate is 10% low when $bA^2=0.1$, so

$$A=\sqrt{0.1/0.375}\ \mathrm{nm}=0.516\ \mathrm{nm}.$$

The greatest slope is then $Aq_*=0.052$, about a quarter of $m_0$. Linear theory predicts this amplitude at

$$t=\frac{1}{\sigma_*}\ln\frac{0.516}{0.05}=467\ \mathrm s .$$

For the actual amplitude, set $v=1/A^2$. Then

$$\dot v=-\frac{2}{A^3}\frac{dA}{dt}=-2\sigma_*(v-b),$$

$$v-b=\left(\frac1{A_0^2}-b\right)e^{-2\sigma_*t}.$$

With $A_{\rm lin}=A_0e^{\sigma_*t}$, we have $e^{-2\sigma_*t}=A_0^2/A_{\rm lin}^2$. Therefore

$$\frac1{A^2}=b+\frac{1-bA_0^2}{A_{\rm lin}^2},\qquad
A=\frac{A_{\rm lin}}{\sqrt{1+b(A_{\rm lin}^2-A_0^2)}} .$$

At 467 s,

$$A=\frac{0.5164}{\sqrt{1+0.375(0.2667-0.0025)}}\ \mathrm{nm}=0.493\ \mathrm{nm}.$$

This is 4.6% below the linear prediction. The fractional deficit is roughly the accumulated loss of growth rate, $\int_0^t\sigma_*bA^2\,dt'$. With $A_{\rm lin}$ in place of $A$, this integral is $b(A_{\rm lin}^2-A_0^2)/2=0.050$, close to the exact result. Numerical integration of the full nonlinear equation over one wavelength, with the generated harmonics retained, also gives 0.493 nm.

**(f) Place the calculation beside low-temperature molecular-beam homoepitaxy of Ge(001). Use the rough values $F=0.1$ nm/s, temperature 430 K and lattice constant 0.566 nm. Estimate the film thickness involved and the main corrections.** [4 marks]

*Model answer.* The flux, temperature and lattice constant are rough values for this kind of growth. The coefficients $\nu$ and $K$ are those of the question and have not been derived for germanium; $m_0$ and $A_0$ are chosen round values. The film grows 20 nm in one e-folding time and 46.7 nm in 467 s. With these coefficients the calculation describes the early stage of mound growth, in a film some tens of nanometres thick. One atomic layer is $0.566/4=0.14$ nm high, whereas the initial ripple of part (e) measures only 0.10 nm from crest to trough. At the start $h$ must therefore be read as a local average over many atoms, and the smooth equation is only a rough guide. At the slope 0.052 the terraces are only $0.14/0.052=2.7$ nm wide. A step-edge current is linear in the slope only while the terraces are wider than the island spacing, so on a real surface it may weaken at smaller slopes than $m_0=0.2$ implies, and linear growth would then end sooner. The real process departs from the assumption of constant, isotropic coefficients, and the estimates below illustrate how sensitive the result is to such changes.

*Temperature.* Suppose that $K\propto e^{-E/k_BT}$ with an illustrative $E=0.5$ eV, while $\nu$ is held fixed. A rise of 5 K increases $K$ to 58.4 nm⁴/s. The wavelength becomes 67.9 nm, 8% longer, and the rate falls by 14% to $0.0043\ \mathrm{s^{-1}}$. In a real film $\nu$ may also change with temperature, which this estimate omits.

*Anisotropy.* Let $\nu$ be 10% larger along $x$, with its value along $y$ and $K$ unchanged. At given $q$ the destabilising term is then largest for waves along $x$, so these grow fastest. Replacing $\nu$ by $1.1\nu$ in part (b) gives 59.9 nm and $0.00605\ \mathrm{s^{-1}}$: a wavelength about 5% shorter and a rate 21% higher. The ring of equally fast waves is lost. Such a twofold difference needs a miscut surface or an oblique beam. On exactly oriented Ge(001) successive atomic layers are turned by 90°, so $\nu$ averaged over many layers is the same in all directions, and the ring is broken instead by fourfold terms, for example in $K$.

*Shot noise.* The diamond structure has eight atoms per cubic cell, so $\Omega=0.566^3/8\ \mathrm{nm^3}=0.0227\ \mathrm{nm^3}$ and $N=0.00227\ \mathrm{nm^4/s}$. The mean-square roughness from noise is

$$W^2=\int\frac{d^2q}{(2\pi)^2}S=\frac1{2\pi}\int_0^{q_{\max}}qS(q,t)\,dq .$$

Take $q_{\max}=\pi/s_0$, where $s_0=0.400$ nm is the spacing along a surface row. At 467 s linear theory then gives $W=0.135$ nm. The ripple of part (e) has root-mean-square height $0.493/\sqrt2=0.348$ nm. The two add in quadrature to 0.373 nm, so noise raises the roughness by about 7%. In the linear theory of part (d) it leaves the spectral peak in place; that result does not include the weakening of the uphill current in part (e), which moves the peak to longer wavelength, by about 1% at 467 s for waves parallel to the ripple.

*Smaller effects.* Replacing the second derivative by a three-point difference over $s_0$ shortens the fastest wavelength along a row by about 0.007%. Along the diagonal the shift is half of this, and with a central first difference applied twice it is four times larger. At the slope 0.052, the arc length along the surface exceeds its horizontal projection by at most 0.13%. The geometric terms neglected at small slope are of the order of the slope squared, here about 0.3%.

Thermal diffusion noise, defect formation and loss of crystalline order are not included. The last can end epitaxy at low temperature, and the surface equation used here would then no longer apply.

The computed values are collected in the numerical output below.

## Computed values

```
Destabilising coefficient: 1 nm^2/s
Smoothing coefficient: 50 nm^4/s
Fastest wavenumber: 0.1 1/nm
Fastest wavelength: 62.83 nm
Fastest amplitude growth rate: 0.005 1/s
Power growth rate: 0.01 1/s
Neutral wavelength: 44.43 nm
Matrix fastest wavelength (1000 nm box): 62.5 nm
Matrix fastest rate: 0.00499952 1/s
Rough growth flux: 0.1 nm/s
Rough growth temperature: 430 K
Rough Ge lattice constant: 0.566 nm
Chosen selected slope: 0.2 (dimensionless)
Initial ripple amplitude: 0.05 nm
Amplitude e-folding time: 200 s
Film grown per e-folding: 20 nm
Amplitude where rate is 10% low: 0.5164 nm
Slope at that amplitude: 0.05164 (dimensionless)
Linear time to that amplitude: 467 s
Film grown in that time: 46.7 nm
Nonlinear amplitude at that time: 0.4926 nm
Nonlinear amplitude deficit: 4.604 %
Half-power short wavelength: 53.38 nm
Half-power long wavelength: 80.14 nm
Atomic volume: 0.02267 nm^3
Deposition noise strength: 0.002267 nm^4/s
Shot-noise rms roughness: 0.1348 nm
Seeded ripple rms roughness: 0.3483 nm
Surface row spacing: 0.4002 nm
Lattice wavelength shift: -0.006675 %
Small-slope arc-length error: 0.1332 %
Chosen anisotropy of nu: 10 %
Wavelength with anisotropy: 59.91 nm
Rate with anisotropy: 0.00605 1/s
Chosen activation energy of K: 0.5 eV
Temperature error: 5 K
Smoothing coefficient when hotter: 58.39 nm^4/s
Wavelength when hotter: 67.9 nm
Rate when hotter: 0.004282 1/s
```
